# Silicon doping from the minimum high-frequency capacitance of an MOS capacitor

A metal gate on oxidized p-type silicon forms a capacitor whose capacitance depends on the gate bias. A positive bias drives holes away from the surface and leaves a layer of ionized acceptors, the depletion layer. As the bias rises slowly, this layer widens until thermally generated electrons collect under the oxide and screen further bias. A small high-frequency signal, too fast for electrons to be generated or removed, still senses the full width of the depletion layer. The capacitance therefore falls from the oxide value \(C_{ox}\) to a minimum \(C_{min}\). Lighter doping gives a wider layer and a lower minimum. How can the doping be read from these two capacitances?

## One capacitor, worked by hand

Take a gate of 0.001 cm² on 20 nm of oxide at 300 K, with \(C_{ox}=172.66\) pF and \(C_{min}=28.47\) pF. These data are synthetic: they were calculated for an acceptor density of \(10^{16}\) cm⁻³, so the answer is known. The unrounded ratio is

\[
R=\frac{C_{min}}{C_{ox}}=0.164867 .
\]

From here on, capacitances in formulas are per unit area. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. The intrinsic carrier density is \(n_i=10^{10}\) cm⁻³, a rough typical value.

### From the ratio to a width

Let the acceptor density \(N\) be uniform, and let the layer \(0<x<W\) contain no holes (the depletion approximation). Its charge per area has magnitude \(Q=qNW\), with \(q>0\) the elementary charge. With \(\psi=0\) in the bulk, Poisson's equation is

\[
\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon_s},\qquad \psi(W)=\psi'(W)=0 .
\]

The sign is positive because the acceptor charge is negative. Integrating twice from \(W\) gives

\[
\psi'(x)=-\frac{qN}{\varepsilon_s}(W-x),\qquad
\psi(x)=\frac{qN}{2\varepsilon_s}(W-x)^2,
\]

so the band bending at the surface is

\[
\psi_s=\frac{qNW^2}{2\varepsilon_s}. \tag{1}
\]

Measured from flat band, the gate voltage is \(V=\psi_s+(Q+Q_n)/C_{ox}\), where \(Q_n\) is the magnitude of the electron charge, here a thin sheet at the surface. The fast signal leaves \(Q_n\) fixed. A change \(dW\) then gives

\[
dQ=qN\,dW,\qquad
dV=\frac{qNW}{\varepsilon_s}dW+\frac{qN}{C_{ox}}dW .
\]

Dividing the second by the first,

\[
\frac1{C_{min}}=\frac{dV}{dQ}=\frac{W}{\varepsilon_s}+\frac1{C_{ox}}
\quad\Rightarrow\quad
W=\frac{\varepsilon_s}{C_{ox}}\left(\frac1R-1\right). \tag{2}
\]

With \(C_{ox}=\varepsilon_{ox}/t\) for oxide thickness \(t\),

\[
W=\frac{11.7}{3.9}\times20\ \text{nm}\times(6.0655-1)=303.9\ \text{nm}.
\]

The width is now fixed by the data and does not change during the iteration. The ratio alone would not have sufficed, since \(t\) was needed too.

### From the width to an equation for the doping

A second relation must say how much bending the layer supports at the minimum. In the neutral bulk, let \(\phi_F>0\) be the distance of the Fermi level below the intrinsic level, in volts, and let \(V_T=kT/q\). Then \(p=n_ie^{\phi_F/V_T}\) and \(n=n_ie^{-\phi_F/V_T}\). Neutrality, \(p-n=N\), gives

\[
2n_i\sinh\frac{\phi_F}{V_T}=N
\quad\Rightarrow\quad
\phi_F=V_T\,\text{asinh}\frac{N}{2n_i}\simeq V_T\ln\frac N{n_i}, \tag{3}
\]

where the last form needs \(N\gg n_i\). This assumes Boltzmann statistics and full ionization.

The bulk electron density is then \(n_i^2/N\), and bending multiplies it by \(e^{\psi_s/V_T}\) at the surface. It reaches \(N\) when \(\psi_s=2V_T\ln(N/n_i)=2\phi_F\). The simple method takes this bending as the point where the depletion layer stops growing. That is an approximation, examined below. Equation (1) becomes

\[
\frac{qNW^2}{2\varepsilon_s}=2\phi_F
\quad\Rightarrow\quad
N=\frac{4\varepsilon_s\phi_F}{qW^2}.
\]

Inserting (3),

\[
N=A\ln\frac N{n_i},\qquad A=\frac{4\varepsilon_sV_T}{qW^2}. \tag{4}
\]

Here \(V_T=0.025852\) V and \(A=7.238\times10^{14}\) cm⁻³. The unknown stands on both sides, but inside the logarithm it matters little. A poor guess there gives a much better value on the left.

### Iterating

Guess \(N=10^{14}\) cm⁻³, a hundred times too small. Then \(\ln(10^{14}/10^{10})=9.210\), and

\[
N=7.238\times10^{14}\times9.210=6.667\times10^{15}\ \text{cm}^{-3}.
\]

Insert this value in the logarithm and repeat:

| Update | \(\phi_F\) used (V) | New \(N\) (cm⁻³) |
|---|---|---|
| 1 | 0.23811 | 6.6667e15 |
| 2 | 0.34668 | 9.7065e15 |
| 3 | 0.35639 | 9.9784e15 |
| 4 | 0.35710 | 9.9984e15 |
| 5 | 0.35716 | 9.9999e15 |

Three updates come within 0.3 % of the known doping. Further digits serve to study convergence; they are not digits of a real measurement.

If the same ratio had come from a 10 nm oxide, \(W\) would be halved and \(A\) multiplied by four. The result would be \(4.43\times10^{16}\) cm⁻³, slightly more than four times larger, because the logarithm grows as well.

## The general method

Given \(R\), \(t\), the temperature and \(n_i\):

1. Compute \(W\) from (2) and \(A\) from (4).
2. Choose a starting density \(N_0\) well above \(n_i\) but below the expected doping, so that the error bound below applies.
3. Compute \(\phi_F=V_T\ln(N_k/n_i)\) and \(N_{k+1}=4\varepsilon_s\phi_F/(qW^2)\).
4. Repeat until the change in \(\ln N\) is small enough by the error bound below.

For n-type silicon, exchange electrons and holes and reverse the bias.

### When is there a solution?

Write \(x=N/n_i\) and \(a=A/n_i\). Equation (4) becomes \(x=a\ln x\), or \(a=x/\ln x\) for \(x>1\). Since

\[
\frac{d}{dx}\frac{x}{\ln x}=\frac{\ln x-1}{(\ln x)^2},
\]

the function \(x/\ln x\) falls from infinity to its minimum value \(e\) at \(x=e\), then rises without limit. There are two roots for \(a>e\), one for \(a=e\) and none for \(a<e\). The condition \(a>e\) is a limit on the width:

\[
W^2<\frac{4\varepsilon_sV_T}{e\,q\,n_i},
\]

where \(e\) is the base of natural logarithms. With the present parameters the limit is 49.6 µm. It belongs to equation (4), not to silicon: near it \(N\) is only about \(e\,n_i\), and the assumption \(N\gg n_i\) has already failed.

In the example \(a=72382\). The smaller root lies just above \(x=1\). Setting \(x=1+\delta\) and \(\ln x\simeq\delta\) gives \(1+\delta\simeq a\delta\), so \(\delta\simeq1/(a-1)=1.38\times10^{-5}\). This root describes nearly intrinsic material, where the logarithmic form of (3) is invalid. The larger root is the doping.

### Why the iteration converges

Let \(g(x)=a\ln x\) with \(a>e\), and call the roots \(x_-<x_+\). The function \(g\) increases and is concave. Hence \(g(x)-x\) is also concave, positive between the roots and negative outside them. Three cases follow.

- For \(x_-<x<x_+\), we have \(x<g(x)<g(x_+)=x_+\). The iterates rise, bounded by \(x_+\). Their limit must be a root above the start, so it is \(x_+\).
- For \(x>x_+\), we have \(x_+<g(x)<x\). The iterates fall to \(x_+\).
- For \(1<x<x_-\), the iterates fall. There is no root below \(x_-\) for them to approach, so they eventually reach \(x\le1\), where the logarithm is no longer positive and the procedure breaks down.

Since \(x_-\) is so close to 1 in the example, any reasonable starting density works.

### How fast, and when to stop

Let \(y_k=\ln(N_k/n_i)\), and let \(L=\ln(N/n_i)\) be its value at the solution. Taking the logarithm of \(x_{k+1}=a\ln x_k\),

\[
y_{k+1}=\ln a+\ln y_k,\qquad L=\ln a+\ln L .
\]

Subtract and use the mean value theorem, with \(\xi\) between \(y_k\) and \(L\):

\[
y_{k+1}-L=\ln y_k-\ln L=\frac{y_k-L}{\xi}. \tag{5}
\]

Near the solution each update multiplies the error by \(1/L\). Here \(L=13.8155\), so the predicted factor is 0.07238; the factor found between the third and fourth updates is 0.07239. The change in \(\ln N\) falls below \(10^{-10}\) at the eleventh update.

For a start between the roots, let \(d=y_{k+1}-y_k>0\) be the last step. From (5), \(d=(L-y_k)(1-1/\xi)\), so the remaining error is

\[
L-y_{k+1}=\frac{L-y_k}{\xi}=\frac{d}{\xi-1}\le\frac{d}{y_k-1},\qquad y_k>1, \tag{6}
\]

because \(\xi\ge y_k\). For the second update, \(y_1=13.4100\) and \(y_2=13.7857\). The bound is \(0.3757/12.4100=0.0303\), while the actual error in \(\ln N\) is 0.0298. An increase at the first update shows that the start lay between the roots. Once the steps are near rounding error, the bound has no further use.

The root also has a closed form. Since \(x=e^L\) and \(x=aL\),

\[
e^L=aL\quad\Rightarrow\quad -Le^{-L}=-\frac1a
\quad\Rightarrow\quad L=-\mathcal W_{-1}\!\left(-\frac1a\right),
\]

where \(\mathcal W_{-1}\) is the lower real branch of the Lambert function, the one with values below \(-1\). It applies because the larger root has \(L>1\). In the example it gives \(N=1.0000000\times10^{16}\) cm⁻³.

### Recovery from synthetic data

Ratios were generated for dopings of \(10^{14}\), \(10^{15}\), \(10^{16}\), \(10^{17}\) and \(3\times10^{17}\) cm⁻³, with the oxide and temperature held fixed. The depletion charge was integrated numerically to find the width, and charge was differentiated with respect to gate voltage to find the capacitance. From starts at \(10^{11}\), \(10^{13}\) and \(10^{20}\) cm⁻³, the iteration recovered every doping with a relative error of at most \(1.2\times10^{-9}\). This confirms that the inversion is correct and converges. It does not test the depletion approximation or the \(2\phi_F\) rule, which the synthetic data share.

## How measurement errors enter

Differentiate \(\ln N=\ln A+\ln L\), using \(dL=d\ln N-d\ln n_i\):

\[
\left(1-\frac1L\right)d\ln N=d\ln A-\frac1L\,d\ln n_i .
\]

At fixed temperature and permittivities, \(A\propto W^{-2}\) and \(W\propto t(1/R-1)\). Also

\[
d\ln\left(\frac1R-1\right)=\frac{-dR/R^2}{(1-R)/R}=-\frac{d\ln R}{1-R}.
\]

Therefore, varying one input at a time,

\[
\frac{\partial\ln N}{\partial\ln R}=\frac{2L}{(L-1)(1-R)},\quad
\frac{\partial\ln N}{\partial\ln t}=-\frac{2L}{L-1},\quad
\frac{\partial\ln N}{\partial\ln n_i}=-\frac1{L-1}.
\]

The values here are 2.58, −2.16 and −0.078. An oxide thickness entered 1 % too large makes the doping about 2.2 % too small, while a 1 % error in \(n_i\) hardly matters. Random noise of 0.5 % in \(R\) should give a spread of 1.29 % in \(N\); 5000 random samples gave 1.28 %. As \(R\to1\), the depletion layer contributes little to the total and the error grows as \(1/(1-R)\). If \(t\) is itself obtained from the measured \(C_{ox}\), the errors in \(R\) and \(t\) are correlated and must be combined with that in mind.

## How good is the \(2\phi_F\) rule?

At \(\psi_s=2\phi_F\) the electron density equals \(N\) at the surface but falls off over a distance of about \(V_T\) divided by the surface field \(qNW/\varepsilon_s\). Relative to the depletion charge \(qNW\), the electron charge is roughly

\[
\frac{1}{W}\,\frac{\varepsilon_sV_T}{qNW}=\frac{V_T}{4\phi_F}=\frac1{4L}\approx0.02 .
\]

So few electrons cannot yet screen the gate, and the depletion layer continues to widen.

The size of the effect follows from the full Poisson equation. Let \(u=\psi/V_T\), measure length in units of \(L_D=\sqrt{\varepsilon_sV_T/(qN)}\), and let \(r=(n_i/N)^2\), which is \(10^{-12}\) here. Apart from negligible corrections of relative order \(r\),

\[
u''=1-e^{-u}+r(se^u-1).
\]

The terms represent acceptors, holes and electrons. The factor \(s\) equals 1 at the slow bias and allows the electron population to shift under the fast signal. Multiply by \(u'\) and integrate from the bulk, where \(u=u'=0\). With \(F=-u'\),

\[
F^2(u,s)=2\left[e^{-u}+u-1+r\{s(e^u-1)-u\}\right].
\]

By Gauss's law, \(F\) at the surface is the total charge in units of \(\varepsilon_sV_T/L_D\). Since \(dx=-du/F\), the electron part is \(\int s\,r\,e^u\,du/F\), where the few electrons deep in the bulk are left out. The fast signal changes \(u_s\) and \(s\) together so that this integral stays fixed: electrons may rearrange within their layer, but their number does not change. The silicon capacitance is

\[
C_s=\frac{\varepsilon_s}{L_D}\left(\frac{dF}{du_s}\right)_{\text{fixed electron number}},
\]

in series with \(C_{ox}\).

For the example this gives a minimum ratio of 0.1601, instead of 0.1649. It lies near 1.75 V from flat band; the calculated biases are about 0.1 V apart there. Equation (2) turns it into a width of 314.8 nm, 3.6 % more than before. The algorithm then returns \(9.27\times10^{15}\) cm⁻³, which is 7.3 % below the true doping. With the same oxide, temperature and \(n_i\), the error is −8.0 % at \(10^{15}\) cm⁻³ and −6.7 % at \(10^{17}\) cm⁻³. The last value is less reliable: at that minimum the surface electron density is about equal to the band's effective density, where Boltzmann statistics no longer hold well. It does not depend on oxide thickness, because the minimum of \(C_s\) is a property of the silicon and (2) removes the oxide. Within this model, one may therefore correct the result by dividing it by \(1-0.073\) near \(10^{16}\) cm⁻³. The minimum is shallow: at 2.70 V the ratio is only 0.1 % higher.

## The real capacitor

The example resembles a test capacitor on moderately doped silicon; its oxide is much thicker than the gate oxide of an advanced logic transistor. Its largest calculated error comes from sweeping the bias too fast. Electrons then have no time to form, and the layer grows beyond its equilibrium width (deep depletion). An excess bending of 0.2 V, assumed here as an example, lowers the inferred doping by 23 %; the actual excess depends on the sweep rate and the carrier generation rate. Holding the bias until the capacitance stops drifting guards against this.

Other effects are smaller for these numbers. Data taken at 310 K but analysed as 300 K give a doping 2.5 % too high if the energy gap is held at 1.12 eV; the slight shrinkage of the gap on heating raises this to about 3 %. Incomplete ionization in the bulk, with an ionized fraction of 0.9925, adds about 0.03 %: acceptors in the depletion layer are fully ionized, and only the bulk electron density rises slightly, so inversion sets in at a slightly smaller bending. Quantum confinement raises the lowest electron level by about 23 meV, estimated for a triangular well with the depletion field and the heavy silicon mass. Adding this energy to the required bending would lower the inferred doping by 3.3 %, but that overstates the effect. The levels are spaced by about \(kT\), so many of them are filled, in the heavy-mass and the light-mass valleys alike. What matters is how much confinement reduces the total electron number at a given bending. For a (100) surface, summing over all levels of the triangular well gives a shift of only about 9 meV, or 1.4 % in the doping. At the capacitance minimum the electrons raise the surface field to about 0.14 MV/cm and curve the well. Solving the Schrödinger and Poisson equations together, with a hard wall at the oxide, changes the error of the method from −7.3 % to about −8.3 %, an extra effect of about 1 %. At 2.70 V the surface electron density is 0.39 of the band's effective density, so Boltzmann statistics are becoming inaccurate there.

Breakdown and leakage are remote. The field due to the depletion charge is 0.047 MV/cm, against a rough breakdown field of a few tenths of a MV/cm in silicon. At 2.70 V the electrons raise the field at the silicon surface to 0.30 MV/cm, but the whole band bending is then only about 0.90 V. A carrier crossing the layer thus gains less than the energy gap of about 1.1 eV and cannot create new pairs. The oxide field at 2.70 V is 0.90 MV/cm, against roughly 10 MV/cm, and the estimated tunnelling probability carries a factor of roughly \(e^{-190}\).

Real wafers may also break the assumption of uniform doping. For a profile \(N(x)\), integrating Poisson's equation in the depletion approximation gives \(\psi_s=(q/\varepsilon_s)\int_0^W xN(x)\,dx\). Comparison with (1) shows that a uniform layer with the same bending and width would have the depth-weighted average density

\[
N_{\text{eff}}=\frac2{W^2}\int_0^W xN(x)\,dx .
\]

If the upper half of the layer is doped 10 % less than the rest, its weight is \((1/2)^2=1/4\), and \(N_{\text{eff}}\) falls by 2.5 %. If the true bending stays at the \(2\phi_F\) of the unchanged bulk, the inferred doping falls by \(L/(L-1)\) times as much, or 2.7 %, because the iteration also lowers \(\phi_F\). A single minimum cannot reveal such a profile. Interface traps that follow the fast signal and series resistance also alter the measured capacitance; their effects are not estimated here. Most of the numbers above are collected in the numerical output.

## Numbers as computed

```
temperature: 300 K; thermal voltage: 0.025852 V
intrinsic density (rough): 1.0e+10 cm^-3
relative permittivity Si: 11.7; oxide: 3.9
oxide thickness: 20.0 nm; gate area: 0.001 cm^2
true doping of synthetic data: 1.000e+16 cm^-3
oxide capacitance: 172.66 pF
minimum capacitance: 28.47 pF
ratio R: 0.164867
maximum depletion width: 303.93 nm
prefactor A: 7.23824e+14 cm^-3; a = A/ni: 72382.4
start of iteration: 1.000e+14 cm^-3
update 1: phi_F 0.238106 V -> N 6.6666667e+15 cm^-3
update 2: phi_F 0.346676 V -> N 9.7065146e+15 cm^-3
update 3: phi_F 0.356389 V -> N 9.9784389e+15 cm^-3
update 4: phi_F 0.357103 V -> N 9.9984377e+15 cm^-3
update 5: phi_F 0.357155 V -> N 9.9998869e+15 cm^-3
update 6: phi_F 0.357158 V -> N 9.9999918e+15 cm^-3
updates until log step < 1e-10: 11
Lambert root: 1.0000000e+16 cm^-3; L = ln(N/ni): 13.8155
observed error factor: 0.07239; 1/L: 0.07238
smaller root minus 1, in units of ni: 1.382e-05
largest width with a solution: 49.6 um
worst relative recovery error, 1e14 to 3e17 cm^-3: 1.2e-09
same R but 10 nm oxide gives N: 4.431e+16 cm^-3
dlnN/dlnR: 2.582; dlnN/dln t: -2.156
dlnN/dln ni: -0.0780
ratio noise: 0.5 %; predicted N spread: 1.29 %
sampled N spread: 1.28 %
full Poisson minimum ratio: 0.160105 at 1.75 V from flat band
full Poisson ratio at 2.70 V from flat band: 0.160285
N inferred from full Poisson minimum: 9.273e+15 cm^-3
full Poisson bias of N at 1e+15 cm^-3: -7.96 %
full Poisson bias of N at 1e+16 cm^-3: -7.27 %
full Poisson bias of N at 1e+17 cm^-3: -6.69 %
data at 310 K read as 300 K, N error: +2.50 %
ionized bulk fraction: 0.9925; N error: +0.06 %
zero-point energy: 22.7 meV; N error scale: -3.32 %
deep depletion by 0.2 V, N error: -23.4 %
depletion field in Si: 0.0470 MV/cm
oxide field at last bias: 0.90 MV/cm
oxide tunnelling exponent at last bias: 191
surface electrons / band density at last bias: 0.39
```
